# Permutational symmetry and number of two-electron spin-orbit integrals

## 1. The decision

A program that computes spin-orbit coupling needs two-electron integrals over the spin-orbit operator. Before any are computed, one must decide which index combinations to loop over and how to store them. The packed list used for Coulomb integrals rests on eight index permutations. If those permutations do not hold for the spin-orbit operator, the packed list returns wrong numbers. If no symmetry is used at all, most of the work is repeated.

For real orbitals four permutations hold, one pair of indices being antisymmetric and the other symmetric. The two pairs cannot be exchanged. With $n$ orbitals there are $n^2(n^2-1)/4$ unique integrals for each of the three Cartesian components.

## 2. The operator and its spatial integrals

In atomic units the two-electron part of the Breit–Pauli spin-orbit operator is

$$
H=-\frac{\alpha^2}{2}\sum_{i\neq j}\frac{1}{r_{ij}^3}\,(\mathbf r_{ij}\times\mathbf p_i)\cdot(\mathbf s_i+2\mathbf s_j),\qquad \mathbf r_{ij}=\mathbf r_i-\mathbf r_j .
$$

Here $\alpha$ is the fine-structure constant, and $\mathbf p_i$ and $\mathbf s_i$ are the momentum and spin of electron $i$. The term with $\mathbf s_i$ couples an electron's spin to its own orbital motion; the term with $2\mathbf s_j$ couples the spin of the other electron to that motion. Both multiply the same spatial operator, so they need the same spatial integrals.

Let the orbitals $\phi_p$ be real, smooth and decaying at large distance. They need not be orthogonal. Since $\mathbf p=-i\nabla$, we take out the factor $-i$ and define the real numbers

$$
I^k(pq|rs)=\iint \phi_p(1)\phi_r(2)\,\frac{(\mathbf r_{12}\times\nabla_1)_k}{r_{12}^3}\,\phi_q(1)\phi_s(2)\,d^3r_1d^3r_2 ,\quad k=x,y,z. \tag{1}
$$

The left pair $pq$ belongs to electron 1, whose orbital motion enters. The right pair $rs$ belongs to electron 2, which supplies a charge distribution.

The sum over $i\neq j$ also contains the operator with $\mathbf r_{21}\times\mathbf p_2$. Its integral over the same orbitals becomes $I^k(rs|pq)$ when the integration variables are renamed. That number is already in the list (1), so one list serves the whole operator. Renaming has not shown that $I^k(rs|pq)$ equals $I^k(pq|rs)$, because it has changed the operator.

## 3. The symmetric pair

Nothing in (1) differentiates with respect to electron 2. Its orbitals enter through the product $\phi_r(2)\phi_s(2)$, which does not depend on their order. Hence

$$
I^k(pq|rs)=I^k(pq|sr). \tag{2}
$$

## 4. The antisymmetric pair

Integrate over electron 2 first. The product $\phi_r\phi_s$ acts as a charge density with potential

$$
V_{rs}(\mathbf r_1)=\int\frac{\phi_r(2)\phi_s(2)}{r_{12}}\,d^3r_2 .
$$

Because $\nabla_1(1/r_{12})=-\mathbf r_{12}/r_{12}^3$, its electric field is

$$
\mathbf E_{rs}(\mathbf r_1)=-\nabla V_{rs}=\int\phi_r(2)\phi_s(2)\frac{\mathbf r_{12}}{r_{12}^3}\,d^3r_2 .
$$

The singularity of the integrand is of order $1/r_{12}^2$, which is integrable in three dimensions. Equation (1) becomes

$$
I^k(pq|rs)=\int\phi_p\,(\mathbf E_{rs}\times\nabla\phi_q)_k\,d^3r . \tag{3}
$$

Now add the integral with $p$ and $q$ interchanged. By the product rule, $\phi_p\nabla\phi_q+\phi_q\nabla\phi_p=\nabla f$ with $f=\phi_p\phi_q$, so

$$
I^k(pq|rs)+I^k(qp|rs)=\int(\mathbf E_{rs}\times\nabla f)_k\,d^3r .
$$

The identity $\nabla\times(f\mathbf E)=\nabla f\times\mathbf E+f\,\nabla\times\mathbf E$ gives

$$
\mathbf E\times\nabla f=f\,\nabla\times\mathbf E-\nabla\times(f\mathbf E).
$$

The last term integrates to a surface term at infinity, which vanishes because $f$ decays. Therefore

$$
I^k(pq|rs)+I^k(qp|rs)=\int\phi_p\phi_q\,(\nabla\times\mathbf E_{rs})_k\,d^3r=0, \tag{4}
$$

since the curl of a gradient is zero.

The antisymmetry thus comes from the electrostatic field being free of curl. A field $\tfrac12\boldsymbol\omega\times\mathbf r$ with constant $\boldsymbol\omega$ has curl $\boldsymbol\omega$. Put in place of $\mathbf E_{rs}$, it would leave $\omega_k\int\phi_p\phi_q\,d^3r$ on the right of (4), and the antisymmetry would fail.

A second form of the integral shows the sign change at sight. Since $\nabla\times\nabla\phi_q=0$,

$$
\nabla\times(V\phi_p\nabla\phi_q)=\phi_p\nabla V\times\nabla\phi_q+V\,\nabla\phi_p\times\nabla\phi_q .
$$

The left side integrates to zero. With $\mathbf E=-\nabla V$, equation (3) becomes

$$
I^k(pq|rs)=\int V_{rs}\,(\nabla\phi_p\times\nabla\phi_q)_k\,d^3r . \tag{5}
$$

Exchanging $p$ and $q$ reverses the cross product.

Equations (2) and (4) together give the four permutations:

$$
I^k(pq|rs)=-I^k(qp|rs)=I^k(pq|sr)=-I^k(qp|sr). \tag{6}
$$

In particular $I^k(pp|rs)=0$.

The sign agrees with Hermiticity. For fixed $r,s$ the matrix with the momentum factor restored is $h_{pq}=-iI^k(pq|rs)$. Then $h_{qp}^*=iI^k(qp|rs)=-iI^k(pq|rs)=h_{pq}$. The matrix is Hermitian and imaginary, with zeros on its diagonal.

**Complex orbitals.** If $\phi_p$ and $\phi_r$ in (1) carry complex conjugation, the conjugate of (5) contains the potential of $\phi_r\phi_s^*$ and the product $\nabla\phi_p\times\nabla\phi_q^*=-\nabla\phi_q^*\times\nabla\phi_p$. This gives $I^k(pq|rs)^*=-I^k(qp|sr)$. Both pairs are reversed together, and the separate rules in (6) are no longer guaranteed.

## 5. Why the pairs cannot be exchanged

One case settles the matter. Take $r=s$. Then $I^k(rr|pq)=0$ by antisymmetry, so any rule $I^k(pq|rs)=\pm I^k(rs|pq)$ would require $I^k(pq|rr)=0$.

Let $\phi_p=x\,g(r)$ and $\phi_q=y\,g(r)$ be two p orbitals on one centre, and let $\phi_r$ be an s orbital on that centre. By Gauss's law the field of the spherical density $\phi_r^2$ is $\mathbf E=Q(r)\,\mathbf r/r^3$, where $Q(r)$ is the amount of density inside radius $r$. The operator $x\partial_y-y\partial_x$ gives zero on $g(r)$ and turns $y$ into $x$. Equation (3) then gives

$$
I^z(pq|rr)=\int\frac{Q(r)}{r^3}\,x^2g(r)^2\,d^3r>0 .
$$

The exchanged integral is zero and this one is not.

This integral also has a direct physical meaning. A nucleus of charge $Z$ contributes $(\alpha^2/2)(Z/r^3)\,\mathbf l\cdot\mathbf s$ to the spin-orbit operator, with $\mathbf l=\mathbf r\times\mathbf p$. One electron in the s orbital contributes $-(\alpha^2/2)(Q/r^3)\,\mathbf l\cdot\mathbf s$ through the direct $\mathbf s_i$ term. It screens the nucleus by the charge inside radius $r$. The moving electron and the screening charge have different roles, and the lack of pair exchange reflects this.

## 6. The count and an address

Antisymmetry leaves the left pairs with $p>q$, of which there are $n(n-1)/2$. Symmetry leaves the right pairs with $r\ge s$, of which there are $n(n+1)/2$. The pairs combine freely, so the number per component is

$$
N_{\rm so}=\frac{n(n-1)}2\cdot\frac{n(n+1)}2=\frac{n^2(n^2-1)}4, \tag{7}
$$

and the three components together have $3N_{\rm so}$.

For $n=1$ nothing is left, since one real orbital has no antisymmetric pair. For $n=2$ there are three integrals per component: $I(21|11)$, $I(21|21)$ and $I(21|22)$.

With indices starting at 1, the pairs can be numbered by

$$
a=\frac{(p-1)(p-2)}2+q\quad(p>q),\qquad b=\frac{r(r-1)}2+s\quad(r\ge s),
$$

and stored at position $(a-1)\,n(n+1)/2+b$. To read an integral with $p<q$, exchange $p$ and $q$ and change the sign. For $p=q$, return zero. For $r<s$, exchange $r$ and $s$ without a sign.

Coulomb integrals have two symmetric pairs that can be exchanged. With $M=n(n+1)/2$ pairs, their permutationally unique number is

$$
N_{\rm C}=\frac{M(M+1)}2=\frac{n(n+1)(n^2+n+2)}8 .
$$

The ratio of the two lists is

$$
\frac{3N_{\rm so}}{N_{\rm C}}=\frac{6\,n(n-1)}{n^2+n+2}, \tag{8}
$$

which tends to 6 for large $n$. A factor 3 comes from the components and a factor 2 from the missing pair exchange.

## 7. No further linear relation

Permutations could leave a hidden redundancy, such as a sum of several integrals that vanishes for every orbital set. Suppose that fixed coefficients exist with

$$
\sum_k\sum_{p>q}\sum_{r\ge s}c^k_{pq,rs}\,I^k(pq|rs)=0 \tag{9}
$$

for every choice of $n$ real orbitals, orthogonal or not. We show that all coefficients vanish.

**Separate the components.** Reflect all orbitals in the plane $x=0$. In (5) the $x$ component of the cross product contains no $x$ derivative, while the $y$ and $z$ components each contain one. So $I^x$ keeps its value and $I^y$, $I^z$ change sign. Adding (9) for the original and reflected orbitals leaves a relation for $I^x$ alone. Reflections in the other planes isolate $I^y$ and $I^z$. We now fix $k$ and omit it.

**Separate the index contents.** Multiply each orbital $\phi_p$ by its own number $t_p$. Relation (9) becomes a polynomial in these numbers that vanishes for all their values, so each of its coefficients vanishes. A relation can therefore connect only integrals containing the same indices the same number of times. Let $a,b,c,d$ denote different indices, and write $(ab|cd)$ for $I(ab|cd)$.

**A nonzero integral.** Let $\phi_c$ be nonzero and confined to a bounded region. Far away, its field $\mathbf E_{cc}$ points nearly away from that region. Choose a small distant region where the field is not parallel to axis $k$. There we can choose $\phi_b$ so that $(\mathbf E_{cc}\times\nabla\phi_b)_k$ is nonzero, and then $\phi_a$ in the same region so that (3) is nonzero. Thus $(ab|cc)\neq0$ for some orbitals with $a,b$ well separated from $c$.

**Four different indices.** There are six integrals: $(ab|cd)$, $(cd|ab)$, $(ac|bd)$, $(bd|ac)$, $(ad|bc)$ and $(bc|ad)$. Place $\phi_a,\phi_b$ in one region and $\phi_c,\phi_d$ in another that does not overlap it. The last four integrals vanish, because their pairs have no overlap. Now let $\phi_d$ be the same function as $\phi_c$. Then $(cd|ab)=0$ by antisymmetry, while $(ab|cc)$ can be nonzero. The coefficient of $(ab|cd)$ must vanish. Relabelling gives the same for the other five.

**One index twice, two others once.** The integrals are $(bc|aa)$, $(ab|ac)$ and $(ac|ab)$. Placing $\phi_a$ away from $\phi_b$ and $\phi_c$ leaves only $(bc|aa)$, which can be nonzero, so its coefficient vanishes. What remains is $\beta(ab|ac)+\gamma(ac|ab)=0$. Setting $\phi_c=\phi_a$ gives $\beta(ab|aa)=0$; setting $\phi_b=\phi_a$ gives $\gamma(ac|aa)=0$. Both coefficients vanish if $(ab|aa)$ can be nonzero.

**One index three times.** To see that it can, write $\phi_a=u+t\,w$, with $u$ and $w$ in separate regions and $\phi_b$ in the region of $u$. All products of $w$ with $u$ or $\phi_b$ vanish, so

$$
(ab|aa)=(ub|uu)+t^2(ub|ww).
$$

The last integral can be made nonzero, as shown above. The sum then cannot vanish for all $t$. This also removes the coefficient of the single integral $(ab|aa)$.

**Two indices twice.** The integral is $(ab|ab)$. If it vanished for all orbitals, replacing $\phi_b$ by $\phi_b+t\phi_a$ would give

$$
0=(ab|ab)+t(ab|aa)=t(ab|aa),
$$

because $(aa|\cdots)=0$. This contradicts the previous result, so this coefficient vanishes too.

The four kinds of content also reproduce the count. An index occurring three times and another once gives $n(n-1)$ integrals. Two indices occurring twice give $n(n-1)/2$. One double index with two single ones gives $3n(n-1)(n-2)/2$, and four different indices give $6\,n(n-1)(n-2)(n-3)/24$. Their sum is

$$
\frac{n(n-1)}4\left[4+2+6(n-2)+(n-2)(n-3)\right]
=\frac{n(n-1)}4(n^2+n)=\frac{n^2(n^2-1)}4 .
$$

Equation (7) is therefore the number of linearly independent integrals for general real orbitals. Orbitals with spatial symmetry can obey further relations.

## 8. Use in a mean-field operator

A mean-field scheme contracts the integrals with a density matrix $D_{rs}$, here taken real and symmetric. The direct term is

$$
J_{pq}=\sum_{rs}D_{rs}I(pq|rs)=\sum_{r\ge s}(2-\delta_{rs})D_{rs}I(pq|rs).
$$

The factor 2 accounts for the two equal orders of $r\neq s$. The result is antisymmetric in $pq$.

Exchange contributions, apart from their spin factors, contain

$$
K_{pq}=\sum_{rs}D_{rs}I(pr|sq),\qquad K'_{pq}=\sum_{rs}D_{rs}I(sq|pr).
$$

They differ in which electron supplies the orbital motion. Interchanging $p$ and $q$ in the second and applying (6) gives

$$
K'_{qp}=\sum_{rs}D_{rs}I(sp|qr)=-\sum_{rs}D_{rs}I(ps|rq)=-K_{pq}.
$$

The last step renames $r$ and $s$ and uses $D_{rs}=D_{sr}$. Hence $K'=-K^{T}$, and one contraction supplies both matrices. Their sum $K-K^T$ is antisymmetric, as Hermiticity requires.

In the atomic approximation, only integrals with all four orbitals on one atom are kept. If atom $A$ has $n_A$ orbitals, the number kept is $\sum_A 3n_A^2(n_A^2-1)/4$. An atom with a single orbital contributes none.

## 9. Example: HCl in a minimal basis

Take HCl in the STO-3G basis, with a chosen bond length of 1.3 Å along $z$. Chlorine has nine orbitals and hydrogen one, so $n=10$. The integrals were evaluated analytically over the Gaussian basis functions, without the atomic approximation.

There are $10\cdot9/2=45$ left pairs and $10\cdot11/2=55$ right pairs. This gives

$$
45\cdot55=2475\ \text{per component},\qquad 3\cdot2475=7425\ \text{in all}.
$$

The full array has $3\cdot10^4=30000$ entries. The Coulomb list has $55\cdot56/2=1540$, so the spin-orbit list is $7425/1540=4.82$ times as long. For $n=100$, equation (8) gives 5.88, close to the limit of 6.

For one set of four different orbitals, let $p$ be H 1s, $q$ Cl 3p$_x$, $r$ Cl 3s and $s$ Cl 3p$_z$. The $y$ components are:

| Integral | Value (bohr$^{-3}$) |
|---|---:|
| $I^y(pq\vert rs)$ | 0.003646 |
| $I^y(qp\vert rs)$ | −0.003646 |
| $I^y(pq\vert sr)$ | 0.003646 |
| $I^y(qp\vert sr)$ | −0.003646 |
| $I^y(rs\vert pq)$ | 0.010057 |

The first four values follow (6). The last is about 2.8 times the first. A Coulomb-type list would reserve one place for both and return a wrong value for at least one of them. Multiplied by $\alpha^2/2$, the first integral corresponds to 0.021 cm$^{-1}$. This is the size of one term in a matrix element, not a level splitting. The values belong to these basis functions and this geometry, not to the molecule as such. In STO-6G the same labelled integrals are 0.003517 and 0.010078, a shift of about 4% in the first. At 1.275 Å in STO-3G they are 0.003320 and 0.010461.

Spatial symmetry shortens the list further for this molecule. Under $x\to-x$, $I^x$ is unchanged while $I^y$ and $I^z$ change sign. A nonzero $I^x$ therefore needs an even number of p$_x$ orbitals among its four indices, and a nonzero $I^y$ or $I^z$ an odd number. Reflection in $y$ gives the corresponding rule: an even number of p$_y$ orbitals for $I^y$, an odd number for $I^x$ and $I^z$. These two rules allow 1712 of the 7425 integrals.

Of these, 1036 exceed $10^{-10}$ bohr$^{-3}$ in magnitude. One source of additional zeros is visible in (5): two s orbitals on the same atom have parallel gradients, so their cross product vanishes. This accounts for only 84 of the 676 remaining integrals. All 676 are zero to rounding error, below $10^{-16}$ bohr$^{-3}$, so the count does not depend on the threshold. Of them, 636 have all four orbitals on chlorine. For such one-centre integrals the reflection $z\to-z$ through the nucleus gives a third rule: an even number of p$_z$ orbitals for $I^z$, an odd number for $I^x$ and $I^y$. The zeros are not sorted further by cause here.

The numbers 1712 and 1036 belong to this molecule, basis and orientation. The number 7425 depends only on having ten real orbitals, and it is the safe length for a list that must also serve geometries without symmetry.
